# Chiral fermion correlators: Wick determinant, Cauchy's identity and vertex operators, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: fermions, the Wick determinant and Cauchy's identity

### What symmetry and dimension fix

Consider massless fermions that move in one direction on an infinite line, with all states of negative momentum filled. Take a vacuum correlator with $n$ annihilation fields $\psi(x_i)$ and $n$ creation fields $\psi^\dagger(y_j)$. Much of its form can be found before any calculation.

The density $\psi^\dagger\psi$ is an inverse length, so each field has dimension length$^{-1/2}$ and the correlator has dimension length$^{-n}$. The filled sea on an infinite line contains no length of its own. The correlator is therefore a homogeneous function of the points, of degree $-n$. Exchanging two of the $x_i$, or two of the $y_j$, must change its sign.

Suppose in addition that the correlator is a rational function whose singularities are at most simple poles at $x_i=y_j$. This is an assumption here, and the calculation below will justify it. Multiplication by all $n^2$ factors $x_i-y_j$ then gives a polynomial of degree $n^2-n$. It is antisymmetric in the $x_i$, so it vanishes at $x_i=x_j$ and is divisible by each difference $x_j-x_i$. The same holds for the $y_j$. There are $n(n-1)/2$ differences of each kind, together $n^2-n$, which uses up the whole degree. Hence

$$
\text{correlator}=K_n\,\frac{\prod_{i<j}(x_j-x_i)(y_i-y_j)}{\prod_{i,j}(x_i-y_j)} ,\tag{1}
$$

with a constant $K_n$. The zeros express the Pauli principle. What remains is to justify the assumption and to find $K_n$ with its phase. This will be done twice, once with fermions and once with bosons.

### The ring and its fields

On a ring of length $L$ the momenta are discrete, so integrals over momentum become sums. Atomic units are used in the algebra, so $\hbar=1$. The momenta are $k_n=2\pi n/L$ with integer $n$, and the mode operators obey $\{c_n,c_m^\dagger\}=\delta_{nm}$ and $\{c_n,c_m\}=0$. The Hamiltonian is

$$
H=v\sum_n k_n\,{:}c_n^\dagger c_n{:}\,,
$$

where the colons subtract the vacuum value. In the vacuum $|0\rangle$ all modes $n\le0$ are filled. The mode $n=0$ costs no energy, so filling it is a choice between two degenerate states; its trace in the result is found below.

The field at position $x$ is $\psi(x)=L^{-1/2}\sum_n e^{ik_nx}c_n$. Evolution in imaginary time means $\psi(x,\tau)=e^{\tau H}\psi(x)e^{-\tau H}$. Since $[H,c_n]=-vk_nc_n$, each $c_n$ acquires the factor $e^{-vk_n\tau}$, and each $c_n^\dagger$ the inverse factor. Position and time thus enter through one variable,

$$
\zeta=e^{2\pi i(x+iv\tau)/L},\qquad |\zeta|=e^{-2\pi v\tau/L}.
$$

It is called $z$ for an annihilation field and $w$ for a creation field:

$$
\psi(z)=\frac1{\sqrt L}\sum_n z^n c_n,\qquad
\psi^\dagger(w)=\frac1{\sqrt L}\sum_n w^{-n}c_n^\dagger .\tag{2}
$$

For $\tau\neq0$ the second operator is the continuation of the adjoint field; it is not the adjoint of $\psi(w)$.

In every product the imaginary times decrease from left to right, so that $|\zeta|$ increases from left to right. This ordering makes the sums converge. For $|z|<|w|$ the empty modes contribute

$$
\langle\psi(z)\psi^\dagger(w)\rangle=\frac1L\sum_{n\ge1}\Big(\frac zw\Big)^n
=\frac1L\,\frac{z/w}{1-z/w}=\frac{z}{L(w-z)}\equiv g(z,w).\tag{3}
$$

For the opposite order, $|w|<|z|$, the filled modes contribute

$$
\langle\psi^\dagger(w)\psi(z)\rangle=\frac1L\sum_{n\le0}\Big(\frac zw\Big)^n
=\frac1L\,\frac1{1-w/z}=\frac{z}{L(z-w)} .\tag{4}
$$

This is $-g(z,w)$, with $g$ read as a rational function outside its original domain. The two orderings are thus continuations of each other, up to the fermionic sign.

### From many fields to a determinant

Take a product $O_1O_2\cdots O_{2n}$ of such fields. Suppose first that $O_1=\psi(z)$, and split it into a part with modes $n>0$ and a part with modes $n\le0$. The second part gives zero on the left vacuum: $\langle0|c_n$ is the adjoint of $c_n^\dagger|0\rangle$, which vanishes for a filled mode. The first part is moved to the right, where it annihilates $|0\rangle$ because its modes are empty. On the way it anticommutes with every other $\psi$. With $\psi^\dagger(w)$ it has the anticommutator

$$
\frac1L\sum_{n>0}\Big(\frac zw\Big)^n=g(z,w),
$$

and this sum converges because the leftmost field has the smallest modulus.

If $O_1=\psi^\dagger(w)$, the roles are interchanged. The part with $n>0$ vanishes on the left vacuum. The part with $n\le0$ annihilates $|0\rangle$ on the right, and its anticommutator with $\psi(z)$ is (4). In both cases

$$
\langle O_1\cdots O_{2n}\rangle=\sum_{b=2}^{2n}(-1)^b\,\langle O_1O_b\rangle\,
\langle O_2\cdots\widehat{O_b}\cdots O_{2n}\rangle ,\tag{5}
$$

where the hat marks an omitted field. The sign counts the $b-2$ fields that were passed.

Apply this to the standard order $\psi(z_1)\cdots\psi(z_n)\psi^\dagger(w_n)\cdots\psi^\dagger(w_1)$. To reach $\psi^\dagger(w_j)$, the field $\psi(z_1)$ passes $n-1$ annihilation fields and $n-j$ creation fields. The sign is $(-1)^{2n-1-j}=(-1)^{1+j}$. This is the sign in the expansion of a determinant along its first row, and the remaining fields are again in standard order. By induction,

$$
\langle\psi(z_1)\cdots\psi(z_n)\psi^\dagger(w_n)\cdots\psi^\dagger(w_1)\rangle=\det\big[g(z_i,w_j)\big].\tag{6}
$$

Other orders follow from repeated use of (5), which gives a sum over all ways of pairing the fields. Draw each pairing as arcs above the word. The fields under the arc from $O_1$ to $O_b$ are either paired among themselves, two at a time, or joined to a field outside, which makes a crossing. The sign in (5) therefore counts crossings, and the full sign of a pairing is $(-1)$ to the number of crossings.

Now exchange two neighbouring fields. If they are not paired with each other, one crossing appears or disappears and the contractions stay the same. If they are paired with each other, the crossings stay the same and the contraction changes sign, by (3) and (4). Every term changes sign, so an exchange of neighbours multiplies the correlator, as a rational function, by $-1$.

### Cauchy's identity

The determinant (6) has $n!$ terms. They combine into one product because of the identity

$$
\det\Big[\frac1{x_i-y_j}\Big]=\frac{\prod_{i<j}(x_j-x_i)(y_i-y_j)}{\prod_{i,j}(x_i-y_j)} .\tag{7}
$$

To prove it, multiply the determinant by $\prod_{i,j}(x_i-y_j)$. Each term of the determinant cancels $n$ of the $n^2$ factors, which leaves a polynomial of degree $n^2-n$. Exchanging two $x_i$ exchanges two rows, and exchanging two $y_j$ exchanges two columns. The argument that led to (1) now applies without any assumption, and (7) holds up to a constant $C_n$.

For $n=1$ both sides are $1/(x_1-y_1)$, so $C_1=1$. For larger $n$, multiply both sides by $x_n-y_n$ and let $y_n\to x_n$. On the left, the terms containing the entry $(n,n)$ survive and give the determinant of size $n-1$. On the right, the remaining factors with index $n$ become

$$
\prod_{i<n}\frac{(x_n-x_i)(y_i-x_n)}{(x_i-x_n)(x_n-y_i)}=\prod_{i<n}(-1)(-1)=1 .
$$

What is left is the product for $n-1$ pairs. Hence $C_n=C_{n-1}=1$.

In (6), take $z_i/L$ out of each row. The remaining determinant of $1/(w_j-z_i)$ is (7) with the $w$ in place of $x$ and the $z$ in place of $y$, after a transposition that does not change it. Its numerator is $\prod_{i<j}(w_j-w_i)(z_i-z_j)$. Reversing both differences in each pair changes nothing, so

$$
\det[g(z_i,w_j)]=\frac1{L^n}\prod_i z_i\;
\frac{\prod_{i<j}(z_j-z_i)(w_i-w_j)}{\prod_{i,j}(w_j-z_i)} .\tag{8}
$$

One notation covers all orders. Let $\zeta_a$ be the variable of the $a$-th field from the left, with $\varepsilon_a=+1$ for $\psi^\dagger$ and $\varepsilon_a=-1$ for $\psi$. Then

$$
\boxed{\;\langle O_1\cdots O_{2n}\rangle=\frac1{L^n}\prod_{\psi}z\;\prod_{a<b}(\zeta_b-\zeta_a)^{\varepsilon_a\varepsilon_b}\;}\tag{9}
$$

where the first product runs over the annihilation fields. In the standard order $w_j$ stands to the left of $w_i$ when $i<j$, which gives the factor $w_i-w_j$ of (8); the other factors agree at sight. For any other order, an exchange of neighbours reverses one difference in (9) and leaves the rest unchanged. Both sides change sign together, so (9) holds for every neutral word.

### The infinite line

With $\zeta=e^{i\theta}$, a difference is $\zeta_b-\zeta_a=e^{i(\theta_a+\theta_b)/2}\,2i\sin\frac{\theta_b-\theta_a}2$. In (8) each $z$ collects the phase $\theta$ with weight $1+\frac{n-1}2-\frac n2=\frac12$, and each $w$ with weight $\frac{n-1}2-\frac n2=-\frac12$. The factors $2i$ occur $n(n-1)$ times above and $n^2$ times below. Let $x_i$ and $y_j$ now include the imaginary part $v\tau$. Then (8) becomes

$$
\frac{e^{i\pi\sum_i(x_i-y_i)/L}}{(2iL)^n}\;
\frac{\prod_{i<j}\sin\frac{\pi(x_j-x_i)}L\,\sin\frac{\pi(y_i-y_j)}L}{\prod_{i,j}\sin\frac{\pi(y_j-x_i)}L}.\tag{10}
$$

The exponential carries the momentum $\pi/L$, midway between the last filled and the first empty mode. Its sign is the trace of the choice to fill $n=0$. With that mode empty, the sum (3) starts at $n=0$ and gives $w/[L(w-z)]$. The prefactor $\prod z$ in (8) is then replaced by $\prod w$, the weights become $-\frac12$ for $z$ and $+\frac12$ for $w$, and the momentum is $-\pi/L$.

For $L\to\infty$ at fixed points, each sine becomes its argument, with a relative error of order $L^{-2}$. The net factor $(\pi/L)^{-n}$ cancels $L^{-n}$. Turning $y_j-x_i$ into $x_i-y_j$ costs $(-1)^{n^2}=(-1)^n$, and $-1/(2\pi i)=i/2\pi$. The standard correlator tends to

$$
\Big(\frac i{2\pi}\Big)^n\det\Big[\frac1{x_i-y_j}\Big]
=\Big(\frac i{2\pi}\Big)^n\frac{\prod_{i<j}(x_j-x_i)(y_i-y_j)}{\prod_{i,j}(x_i-y_j)} .\tag{11}
$$

This fixes the constant in (1) as $K_n=(i/2\pi)^n$. The leading relative correction on a large ring is the first-order term of the exponential, $i\pi\sum_i(x_i-y_i)/L$, provided that this sum is not zero. In the standard order the imaginary part of this sum is positive at unequal times, so the sum can vanish only at equal times. The exponential then equals one, and the $L^{-2}$ terms of the sines cancel as well. With $\ln(\sin u/u)=-u^2/6-u^4/180-\dots$, and with $\sum_{i<j}(x_j-x_i)^2=n\sum_i x_i^2-(\sum_i x_i)^2$ and $\sum_{i,j}(y_j-x_i)^2=n\sum_i x_i^2+n\sum_j y_j^2-2\sum_i x_i\sum_j y_j$, these terms add up to $\frac{\pi^2}{6L^2}\big[\sum_i(x_i-y_i)\big]^2$. The fourth powers, expanded in the same way, leave the relative correction $-\frac{\pi^4}{60L^4}\big[\sum_i(x_i^2-y_i^2)\big]^2$, which is of order $L^{-4}$.

Equal times are reached as a limit, since (11) is continuous as long as all positions differ. Where a $\psi$ and a $\psi^\dagger$ meet, the limit is a distribution. With $s=x-y$ and a time step $v\tau=\eta$, the sum of the two orders is

$$
\frac i{2\pi}\Big[\frac1{s+i\eta}-\frac1{s-i\eta}\Big]=\frac1\pi\,\frac{\eta}{s^2+\eta^2},
$$

which has unit area and becomes $\delta(s)$ for $\eta\to0$. This is the equal-time anticommutator.

### Two pairs in numbers

Take the round values $\hbar v=4$ eV Å and $L=40$ Å. The level spacing is $2\pi\hbar v/L=0.628$ eV. Successive fields are separated by an imaginary time with $\hbar/\tau=0.5$ eV, so $v\tau=4/0.5=8$ Å. The ratio of successive moduli is $e^{-0.628/0.5}=0.285$.

The word is $\psi(x_1)\psi(x_2)\psi^\dagger(y_2)\psi^\dagger(y_1)$, with real positions $x=(0,3)$ Å and $y=(5,9)$ Å. In units of $10^{-7}$ Å$^{-2}$, the printed contractions give

$$
\begin{aligned}
g_{11}g_{22}&=-20.6992-43.5803\,i,\\
g_{12}g_{21}&=-11.7458-43.2728\,i,\\
\det g&=-8.9534-0.3075\,i .
\end{aligned}
$$

The imaginary parts nearly cancel. The product (9) gives the same number, as does a direct calculation in which the fields act on a filled sea of finitely many modes. In atomic units it is $(-2.507-0.086\,i)\times10^{-7}$ bohr$^{-2}$.

This ring is far from the line limit. The deviation, relative to the line value, falls as follows:

| $L$ (Å) | relative deviation |
|---:|---:|
| 40 | 0.999 |
| 400 | 0.244 |
| 4000 | 0.0264 |
| 8000 | 0.0132 |

The complex positions give $\sum_i(x_i-y_i)=-11+32i$ Å. At $L=8000$ Å the first-order correction is therefore $i\pi(-11+32i)/8000=-0.01257-0.00432\,i$. The actual relative error is $-0.01252-0.00428\,i$.

At equal times on the line, the direct term is $(i/2\pi)^2/[(-5)(-6)]=-8.443\times10^{-4}$ Å$^{-2}$ and the exchange term is $(i/2\pi)^2/[(-9)(-2)]=-1.4072\times10^{-3}$ Å$^{-2}$. Their difference is $5.629\times10^{-4}$ Å$^{-2}$, or $1.576\times10^{-4}$ bohr$^{-2}$. The product form reaches it in one step:

$$
-\frac1{4\pi^2}\,\frac{(3)(-4)}{(-5)(-9)(-2)(-6)}=\frac{12}{4\pi^2\cdot540}=5.629\times10^{-4}\ \text{Å}^{-2}.
$$

## Second derivation: vertex operators, and what each derivation assumes

### Symbols and results carried over

A field at position $x$ and imaginary time $\tau$ on a ring of length $L$ has the variable $\zeta=e^{2\pi i(x+iv\tau)/L}$, written $z$ for an annihilation field and $w$ for a creation field. The sign $\varepsilon$ is $-1$ for the former and $+1$ for the latter. Moduli increase from left to right. For free fermions above a sea filled up to $n=0$, a word with $n$ fields of each kind has the correlator (9),

$$
\frac1{L^n}\prod_\psi z\;\prod_{a<b}(\zeta_b-\zeta_a)^{\varepsilon_a\varepsilon_b},
$$

and in standard order this is the determinant of $g(z_i,w_j)=z_i/[L(w_j-z_i)]$. The task is now to obtain the same product from operators that contain no fermions.

### The operators

Let $b_m$, with $m=1,2,\dots$, be boson operators obeying $[b_m,b_{m'}^\dagger]=\delta_{mm'}$ and $[b_m,b_{m'}]=0$. Let $N$ be a charge that takes all integer values, and let $F$ lower it by one, $F|N\rangle=|N-1\rangle$. Then $F^\dagger$ raises it by one and $FF^\dagger=F^\dagger F=1$. Both $N$ and $F$ commute with the bosons. The vacuum has $N=0$ and no bosons. Define the vertex operators

$$
V(z)=\frac1{\sqrt L}\,F z^N
\exp\Big(-\sum_m\frac{z^{-m}b_m^\dagger}{\sqrt m}\Big)
\exp\Big(\sum_m\frac{z^m b_m}{\sqrt m}\Big),\tag{12}
$$

$$
\bar V(w)=\frac1{\sqrt L}
\exp\Big(\sum_m\frac{w^{-m}b_m^\dagger}{\sqrt m}\Big)
\exp\Big(-\sum_m\frac{w^m b_m}{\sqrt m}\Big)\,w^{-N}F^\dagger .\tag{13}
$$

$V$ is to play the part of $\psi$, and $\bar V$ that of $\psi^\dagger$. The order of $F$ and $z^N$ matters: in (12) the charge is read before it is lowered, and in (13) after it has been raised.

The dependence on $z$ is again an evolution in imaginary time, now with the Hamiltonian

$$
H_B=\frac{2\pi v}L\Big[\sum_m m\,b_m^\dagger b_m+\frac{N(N+1)}2\Big].\tag{14}
$$

Under $e^{\tau H_B}(\cdots)e^{-\tau H_B}$ the operator $b_m$ acquires $e^{-2\pi vm\tau/L}$, which is $|z|^m$. Lowering the charge from $N$ to $N-1$ changes the bracket by $\frac{(N-1)N}2-\frac{N(N+1)}2=-N$, which gives the factor $|z|^N$. Raising it from $N$ to $N+1$ changes the bracket by $N+1$, which gives $|w|^{-(N+1)}$, as in (13).

The charge energy also has a fermionic meaning. For $N>0$, filling the modes $1,\dots,N$ above the sea costs $1+2+\dots+N=N(N+1)/2$ level spacings.

The sums over $m$ are first cut off at a finite number of modes, so that each exponential is well defined on the states used here. The cutoff is removed in the correlators, where the ordering of the moduli makes the result converge.

The fermion derivation has given the product (9) for every neutral word on the ring and its limit (11) on the infinite line, and the vertex operators have been defined. It remains to calculate their correlators and show that they give the same product, to settle the signs between several species, and to compare what the two derivations assume.
